# Determinant formula for the polarization of a periodic Slater determinant

When a polar crystal has been computed in a periodic cell, one must decide which number to extract from the occupied orbitals as its polarization, and how to subtract that number between two structures. The rule derived here is to build one overlap matrix per direction, take the phase of its determinant, subtract it from the nuclear phase, and follow the difference along an insulating path. Averaging the coordinate over the cell will not do, because the result depends on where the cell is cut.

## Definition and conventions

Atomic units are used in the algebra: the electron has charge $-1$ and nucleus $I$ has charge $Z_I$. The periodic cell has edges $\mathbf a_\alpha$, volume $V$ and dual vectors $\mathbf b_\alpha$ with $\mathbf a_\alpha\cdot\mathbf b_\beta=2\pi\delta_{\alpha\beta}$. It is the whole simulated cell, which may hold many crystal cells. It is neutral, and the macroscopic field is zero.

Multiplying a periodic function by $\mathbf r$ gives a function that is not periodic. Multiplying it by $e^{i\mathbf b_\alpha\cdot\mathbf r}$ keeps it periodic. Resta's definition therefore starts from

$$z_\alpha=\langle\Psi|U_\alpha|\Psi\rangle,\qquad U_\alpha=e^{i\mathbf b_\alpha\cdot\sum_i\mathbf r_i},$$

$$\mathbf P=\frac1V\Big[\sum_I Z_I\mathbf R_I-\sum_\alpha\frac{\mathbf a_\alpha}{2\pi}\,\mathrm{Im}\ln z_\alpha\Big].\tag{1}$$

The factor $\mathbf a_\alpha/2\pi$ turns phases into lengths, since $\mathbf r=\sum_\alpha\mathbf a_\alpha(\mathbf b_\alpha\cdot\mathbf r)/2\pi$. The minus sign is the electron's charge. A phase is defined modulo $2\pi$, so $\mathbf P$ is defined modulo $\mathbf a_\alpha/V$.

## From the many-body operator to a determinant

Let $\phi_1,\dots,\phi_N$ be orthonormal periodic spin-orbitals, and let $x_i$ stand for the position and spin of electron $i$. The state is

$$\Psi=\frac1{\sqrt{N!}}\sum_P\mathrm{sgn}(P)\prod_{i=1}^N\phi_{P(i)}(x_i).$$

The exponential of a sum is a product, $U_\alpha=\prod_i e^{i\mathbf b_\alpha\cdot\mathbf r_i}$, so the integral over all electrons splits into one-electron integrals:

$$z_\alpha=\frac1{N!}\sum_{P,Q}\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\prod_i S_{P(i)Q(i)},\qquad S_{mn}=\langle\phi_m|e^{i\mathbf b_\alpha\cdot\mathbf r}|\phi_n\rangle .$$

For each fixed $P$, write $Q(i)=R(P(i))$. Then $\mathrm{sgn}(Q)=\mathrm{sgn}(R)\,\mathrm{sgn}(P)$, and the two factors $\mathrm{sgn}(P)$ multiply to one. Renaming $m=P(i)$ merely reorders the product. Each of the $N!$ permutations $P$ thus gives the same sum, which cancels the prefactor:

$$z_\alpha=\sum_R\mathrm{sgn}(R)\prod_m S_{m,R(m)}=\det S^{\alpha}.\tag{2}$$

No large-cell limit has been used. The identity does require a single determinant; for a correlated state the expectation value must be evaluated with the full wavefunction.

The operator does not act on spin. If every orbital has a definite spin, $S$ therefore has one block for each spin and $z_\alpha=\det S_\uparrow\det S_\downarrow$. Orbitals that mix the two spins, as with spin–orbit coupling, need the full determinant (2). If both spins occupy the same spatial orbitals,

$$z_\alpha=(\det S)^2,\tag{3}$$

where $S$ now runs over spatial orbitals.

Suppose the occupied space is spanned by non-orthogonal functions $\chi_\mu$ with overlap matrix $O$. Write $\phi_n=\sum_\mu\chi_\mu T_{\mu n}$. Orthonormality, $T^\dagger OT=1$, gives $|\det T|^2\det O=1$. With $S^\chi_{\mu\nu}=\langle\chi_\mu|e^{i\mathbf b_\alpha\cdot\mathbf r}|\chi_\nu\rangle$,

$$\det S=\det(T^\dagger S^\chi T)=\frac{\det S^\chi}{\det O}.\tag{4}$$

When the $\chi_\mu$ are themselves orthonormal, $O=1$ and the determinant is unchanged. Arbitrary phases and mixing of degenerate occupied orbitals are therefore harmless.

If the orbitals do not overlap and each is narrow compared with the cell, $S$ is diagonal with $S_{nn}\approx e^{i\mathbf b_\alpha\cdot\bar{\mathbf r}_n}$. Equation (1) then reduces to the dipole of point charges at the orbital centres $\bar{\mathbf r}_n$.

The origin drops out as well. Moving everything by $\mathbf t$ multiplies $z_\alpha$ by $e^{iN\mathbf b_\alpha\cdot\mathbf t}$, which changes the electronic part of $\mathbf P$ by $-N\mathbf t/V$. The nuclear part changes by $+\sum_IZ_I\mathbf t/V$, and neutrality makes the sum zero.

## Crystals: links between neighbouring wave numbers

Take a chain of $M$ periods $a$, with $L=Ma$, $q=2\pi/L$ and $n$ filled bands in one spin channel. The allowed wave numbers are $k_j=jq$, $j=0,\dots,M-1$, and the orbitals are $\psi_{\nu k}=e^{ikx}u_{\nu k}/\sqrt M$, with $u$ normalized over one period. In

$$\langle\psi_{\mu k'}|e^{iqx}|\psi_{\nu k}\rangle=\frac1M\int_0^L e^{i(k+q-k')x}u_{\mu k'}^*u_{\nu k}\,dx$$

the sum over periods vanishes unless $k'=k+q$ modulo $2\pi/a$. What remains are $n\times n$ blocks $(s_j)_{\mu\nu}=\langle u_{\mu k_{j+1}}|u_{\nu k_j}\rangle$. The last link closes the zone, with $u_{k_M}=e^{-2\pi ix/a}u_{k_0}$.

Each block sits one place off the diagonal, cyclically. Bringing the blocks to the diagonal takes $n$ separate cycles of length $M$, each of sign $(-1)^{M-1}$. Hence

$$\det S=(-1)^{n(M-1)}\prod_{j=0}^{M-1}\det s_j.\tag{5}$$

The sign is the phase of the cell origins: for each band, $q\sum_j ja=\pi(M-1)$. The nuclei carry the same phase, $\pi(M-1)$ times their total charge per period. In a neutral period the two cancel modulo $2\pi$. An implementation may keep both, or drop both and use one period's nuclear positions. Dropping one alone matters when the number of electrons per period is odd and $M$ is even: the total phase is then wrong by $\pi$, half a quantum.

In three dimensions, with $M_\perp$ wave vectors across the chosen direction, the links form $M_\perp$ separate strings. The large cell's edge is $M_\alpha$ crystal edges and its volume is $M_\alpha M_\perp$ crystal cells. The electronic polarization is therefore the string phase averaged over $M_\perp$, times $-1/2\pi$ and the crystal edge divided by the crystal-cell volume. String phases must be joined continuously across the mesh, because a slip of $2\pi$ on one string shifts the result by $1/M_\perp$ of the crystal's one-electron quantum.

In the chain, a partly filled single band breaks the cycle if every occupied orbital has a definite $k$. Some occupied $k$ then has an empty neighbour $k+q$, its column of $S$ is zero, and $z=0$. The phase, and with it the polarization, is undefined. If only one orbital of a degenerate pair $\pm k$ is occupied, a whole-cell calculation with real orbitals returns a standing wave that mixes $k$ and $-k$ and can close the cycle. Then $z$ is nonzero, but its phase depends on the arbitrary mixture and carries no polarization: with four of the eight lowest orbitals filled in the eight-period chain below, $|\det S|\approx0.49$. In three dimensions the same happens along any direction in which a string of that band is only partly filled. Along a direction in which every string is either full or empty, $z$ can stay nonzero although the crystal is a metal, so a nonzero $z$ along one direction does not prove that the crystal insulates.

## Large cells and the size error

For one band, choose the phases of $u_k$ smoothly, with the zone-closing relation above. Define $f(k,q)=\ln\langle u_{k+q/2}|u_{k-q/2}\rangle$. Exchanging the two states gives $f(k,-q)=f(k,q)^*$, so the imaginary part is odd in $q$:

$$\mathrm{Im}f=q\,\mathcal A(k)+q^3B(k)+\dots,\qquad \mathcal A=i\langle u_k|\partial_ku_k\rangle .$$

The linear term follows from $\tfrac12(\langle\partial_ku|u\rangle-\langle u|\partial_ku\rangle)=-\langle u|\partial_ku\rangle=i\mathcal A$. Summing over the links,

$$\mathrm{Im}\ln\prod_j s_j=\oint\mathcal A\,dk+q^2\oint B\,dk+\dots\equiv\frac{2\pi\bar x}{a}+O(M^{-2}),\tag{6}$$

where $\bar x$ is the mean electron centre in a period in the long-chain limit. Replacing the sum of a smooth periodic function by its integral adds an error smaller than any power of $1/M$. The leading size error is thus of order $M^{-2}$, unless $\oint B\,dk$ vanishes.

## Why the phase measures transported charge

Let a local potential depend on a slowly changing parameter $\lambda(t)$. For each $k$, let $|0\rangle$ be the occupied state and $|m\rangle$ the empty ones. Insert $e^{-i\int E_0dt}(|0\rangle+|\delta\rangle)$ into the Schrödinger equation, with the phase of $|0\rangle$ chosen so that $\langle0|\dot0\rangle=0$. To first order in $\dot\lambda$, $(H-E_0)|\delta\rangle=i|\dot0\rangle$. Since $\langle m|\dot0\rangle=-\dot\lambda\langle m|\partial_\lambda H|0\rangle/(E_m-E_0)$,

$$|\delta\rangle=-i\dot\lambda\sum_m|m\rangle\frac{\langle m|\partial_\lambda H|0\rangle}{(E_m-E_0)^2}.$$

The ordinary band velocity $\partial_kE_0$ averages to zero over a filled band. The rest of the velocity is $2\,\mathrm{Re}\langle0|v|\delta\rangle$, so

$$\frac{d\bar x}{d\lambda}=\frac a{2\pi}\oint dk\;2\,\mathrm{Im}\sum_m\frac{\langle0|v|m\rangle\langle m|\partial_\lambda H|0\rangle}{(E_m-E_0)^2}.\tag{7}$$

The phase gives the same result. Differentiating $\mathcal A$,

$$\partial_\lambda\mathcal A=i\langle\partial_\lambda u|\partial_ku\rangle-i\langle\partial_ku|\partial_\lambda u\rangle+\partial_k\big(i\langle u|\partial_\lambda u\rangle\big).$$

The last term integrates to zero around the zone, and the first two equal $2\,\mathrm{Im}\langle\partial_ku|\partial_\lambda u\rangle$. Insert a complete set of states. The occupied state contributes a real number and drops out. For the empty states, $\langle\partial_ku|m\rangle=-\langle0|v|m\rangle/(E_m-E_0)$, because $v=\partial_kH_k$, and $\langle m|\partial_\lambda u\rangle=-\langle m|\partial_\lambda H|0\rangle/(E_m-E_0)$. The two minus signs cancel, which gives (7). A change of $P$ along an insulating path is thus the charge that flowed through a cross-section, per unit area, averaged over the position of that cross-section within a period. The charge through one fixed plane differs from this average whenever the density at the end of the path differs from that at the start. For the reversal between the cations in the example below, it is about 9 µC/cm² at the cation plane and 321 µC/cm² midway between cations, with a mean of 122.3 µC/cm².

## Worked example: a hafnia-like chain

The model has period $a=0.50$ nm and cross-section $A=0.067$ nm². Each period holds a cation well at $x=0$ and an oxygen well at $x=a/2-u$, with $u=0.05$ nm. Both have the form $-D\exp[-(x-x_0)^2/2\sigma^2]$, with $D=16$ eV, $\sigma=0.07$ nm for oxygen and $D=6$ eV, $\sigma=0.10$ nm for the cation. Two electrons per period fill the lowest band. The cation core has charge $+2e$ and the oxygen core zero. Diagonalization in plane waves gives a gap of 5.7 eV with the oxygen centred and 6.3 eV with it displaced.

For eight periods treated as one cell, the eight lowest orbitals give

$$\det S=0.6610-0.6851i,\qquad z=(\det S)^2=-0.0325-0.9057i,$$

so $\mathrm{Im}\ln z=-1.6066$. The cation cores contribute a multiple of $2\pi$, because $2\sum_j ja/L=M-1=7$. With $e/A=239.13$ µC/cm²,

$$P=-\frac{e}{2\pi A}(-1.6066)=0.2557\times239.13=61.1\ \mu\mathrm{C/cm^2}.$$

The branch is the one that joins continuously to $P=0$ for centred oxygen. A chain of 640 periods gives 61.2 µC/cm² (0.0382 $e$/Å²), so the eight-period value is low by about 0.03% of the long-chain value. Relative to that chain, the electron centre is off by $2.79\times10^{-6}$ nm at 20 periods and $6.95\times10^{-7}$ nm at 40. The ratio of 4.0 is the $M^{-2}$ law of (6).

In the long chain the electron centre lies 0.0639 nm from $a/2$, farther than the oxygen itself has moved. The mean dynamical charge over the displacement is therefore $-2\times0.0639/0.05=-2.56$, in units of $e$. A rigid charge of $-2e$ would give only $2(u/a)(e/A)=47.8$ µC/cm².

**The path matters.** Start with the oxygen at $a/2+u$, where $P=-61.2$ µC/cm², and reverse the polarization by two routes. The phase was followed through 41 structures on each, with 60 wave numbers.

- Oxygen moves by $-2u$, between the cations: $\Delta P=+122.3$ µC/cm².
- Oxygen moves by $a-2u$, through the cation plane: $\Delta P=-355.9$ µC/cm².

The end structures are equivalent and the gap stays above 5.7 eV at every sampled structure. The changes differ by 478.3 µC/cm², which is $2e/A$: on the second route each of the two electrons ends one period farther along. A polarization change from two end points alone is thus incomplete until the path is named. The numbers for the second route belong to the chain, whose cations lie 0.50 nm apart. In hafnia the hafnium planes along the polar axis are only about 0.25 nm apart, so the two routes differ by roughly half as much, near 240 µC/cm².

## What the model leaves out

Correlation was sized on a ring of one period with two electrons. They repel as $e^2/(4\pi\varepsilon_0\sqrt{d^2+b^2})$, where $d$ is the chord between them on the ring and $b=0.10$ nm. The external potential was chosen so that the model orbital solves the Hartree–Fock equation. Diagonalizing the two-electron problem on a grid of 31 points per electron, with that external potential fixed, moves $P$ from 60.2 to 60.8 µC/cm², about 1%. The shift depends strongly on the softening: it is 1.8 µC/cm² for $b=0.05$ nm and 0.15 µC/cm² for $b=0.20$ nm. At $b=0.10$ nm the same phase formula applied to the one-electron density alone gives a shift of only 0.2 µC/cm², so most of the change reflects how the two electrons are correlated in so small a ring. The 1% therefore belongs to this ring and this interaction; it is neither a bound nor a correction for hafnia.

The other estimates keep the remaining parameters fixed:

- A field of 2 MV/cm adds 0.26 µC/cm² through the model's electrons, by second-order perturbation theory. With a rough relative permittivity of 30 for electrons and lattice together, $\varepsilon_0(\varepsilon_r-1)F$ is 5.1 µC/cm², or 8% of $P$.
- For interband tunnelling in that field, the factor $\exp[-\pi\sqrt{m_r}E_g^{3/2}/(2\hbar eF)]$ with an assumed reduced mass $m_r$ of 0.5 electron masses is about $10^{-137}$; the exponent varies as $\sqrt{m_r}$. At 358 K the carrier factor $\exp(-E_g/2k_BT)$ is about $10^{-44}$. Neither includes defects, which usually dominate the leakage of real films.
- Oxygen vibration, represented only by shifting all oxygens together by $\pm0.008$ nm, a rough rms value, and averaging the two results, changes $P$ by $-0.1$ µC/cm².
- Making the oxygen well 1 eV shallower or deeper changes $P$ by $+1.7$ or $-1.4$ µC/cm². This measures the sensitivity to the chosen well; dispersion across the chain is not modelled.

For polar hafnia, rough values are a gap of 5.5 to 6 eV, a calculated polarization near 50 µC/cm² for the path between the cations, and a remanent polarization of 10 to 30 µC/cm² in films. The polar chain, with 6.3 eV and 61 µC/cm², lies somewhat above the first two values; it comes this close only because its parameters were chosen to do so. Its core charges are a simplification, and oxygens that do not shift are left out. Polycrystalline capacitor films break the assumption of a single crystal with its polar axis along the field. If grain axes point at random and each grain only reverses its sign, the average of $|\cos\theta|$ over directions is 1/2, which lowers 61 to about 31 µC/cm². Nonpolar grains lower it further in proportion to their volume. The loss from random axes alone exceeds every correction listed above.

## Implementation

In plane waves with norm-conserving pseudopotentials, $S_{mn}=\sum_{\mathbf G}c_m^*(\mathbf G+\mathbf b_\alpha)\,c_n(\mathbf G)$, and $Z_I$ is the charge of the ionic core. Ultrasoft and PAW orbitals need augmentation terms in $S$ as well. In a localized basis, transform the matrix of $e^{i\mathbf b_\alpha\cdot\mathbf r}$ to the occupied orbitals before taking the determinant. Equation (4) serves for non-orthogonal functions that span only the occupied space; it must not be applied to the whole basis, which also contains empty states. For large matrices, add the phases of the diagonal LU factors and a further $\pi$ if the row permutation is odd; this avoids underflow of the product. For spin-paired electrons, follow the phase of $\det S$ and double it. Along a path sampled finely enough to join the phases, this keeps the true change, whereas the principal value of $\mathrm{Im}\ln z$ at the end points can lose multiples of the quantum.
